Kinetic Monte Carlo hopping validated against the exact stationary master equation

**1. Definitions and conventions**

N carriers occupy the sites of a periodic lattice, at most one per site. A configuration C is the set of filled sites, and n_i(C) is 1 if site i is filled in C and 0 otherwise. Exclusion is the only interaction. Energies are measured in kT, lengths in lattice steps, rates in the downhill hop rate w0 and times in 1/w0. A carrier on site i may hop to an empty nearest neighbour j at the Miller–Abrahams rate

w_ij = exp[−max(0, ΔE)], ΔE = ε_j − ε_i − F dx. (1)

Here dx = +1, −1 or 0 is the step along x and F is the energy gained from the field per step along +x. The rate from C to C′ is w(C→C′), and the total exit rate is R(C) = Σ_C′ w(C→C′). For B ≠ C let W(B,C) = w(C→B), and let W(C,C) = −R(C). Each column of W then sums to zero. The master equation is

dp/dt = W p. (2)

**2. The algorithm from competing clocks**

Give each allowed event k an independent exponential clock with rate w_k. The probability that k fires first, between t and t + dt, is the density of its own clock times the survival probabilities of the others:

w_k exp(−w_k t) Π_{l≠k} exp(−w_l t) dt = (w_k/R) · R exp(−R t) dt. (3)

The result is a product. The waiting time is therefore exponential with mean 1/R, and the choice of event, with probability w_k/R, is independent of it. One simulation step is:

1. List the allowed hops and their cumulative rates S_k = w_1 + … + w_k; the last one is R.
2. Draw u uniformly from [0,1) and set the wait to t = −ln(1−u)/R.
3. Credit t to every filled site.
4. Draw u′ and execute the first event with S_k > u′R. Its interval has length w_k/R, as required.

The wait in item 2 is correct because it exceeds t when u > 1 − exp(−Rt), which has probability exp(−Rt). If a run is cut at a fixed time, the current residence is credited up to the cut. A continuation may draw a fresh wait, because exp[−R(s+t)]/exp(−Rs) = exp(−Rt): the time already waited carries no information.

To connect this procedure with equation (2), let P_t(B,C) be the probability of being in B at time t after starting in C. Either no jump has occurred, or the first jump occurred at some time s:

P_t(B,C) = δ_BC e^(−R(C)t) + ∫₀ᵗ ds e^(−R(C)s) Σ_C′ w(C→C′) P_{t−s}(B,C′).

Substitute s → t − s, which takes the factor e^(−R(C)t) out of the integral, and differentiate:

dP_t(B,C)/dt = −R(C) P_t(B,C) + Σ_C′ w(C→C′) P_t(B,C′).

The right side is the matrix product P_t W. With P_0 = 1 the solution is P_t = exp(Wt), which commutes with W. Hence p(t) = P_t p(0) obeys equation (2). The algorithm has no time-step error; what remains is sampling error and rounding.

**3. The stationary reference**

Any configuration can be reached from any other. To move a particle from a filled site to an empty one along a connecting path, first advance the last filled site on the path into the vacancy, then the previous one into the place just vacated, and so on. All these hops have positive rates.

This connectivity makes the stationary state unique. Suppose Wᵀh = 0, that is, R(C)h(C) = Σ_C′ w(C→C′)h(C′). Where h is largest, it equals a weighted average of values no larger than itself, so all configurations reachable in one hop share that value. By connectivity h is constant. The null space of Wᵀ, and hence that of W, has dimension one.

Its vector π can be taken positive. For t > 0 all entries of exp(Wt) are positive and its columns sum to one. If π had entries of both signs, cancellation would make the sum of |exp(Wt)π| smaller than the sum of |π|, contradicting exp(Wt)π = π.

Because the rows of W add to zero, one equation of Wπ = 0 is redundant. Replacing it by Σ_C π(C) = 1 gives a nonsingular linear system. The reference occupations are

n̄_i = Σ_C π(C) n_i(C). (4)

At F = 0 the solution is known. Equation (1) gives w(C→C′)/w(C′→C) = exp(−ΔE) for either sign of ΔE, so π ∝ exp(−Σ_i ε_i n_i) balances every pair of configurations separately. This is the canonical distribution at fixed N.

With the field on, take one carrier around a row of L_x sites while the others stay outside that row. The site energies cancel in the sum:

Σ ln(w_forward/w_backward) = −Σ (ε_j − ε_i − F) = L_x F. (5)

Pairwise balance would require zero, since the probabilities also cancel around the loop. For F ≠ 0 the argument for the Boltzmann formula therefore fails. The formula can survive in special cases, such as equal site energies, but it is no general reference, while Wπ = 0 still is.

**4. Why residence times must be weighted**

In the stationary state the expected number of departures from C in time T is Tπ(C)R(C). Counting each visit once thus samples

ν(C) = π(C)R(C)/r, r = Σ_C π(C)R(C), (6)

where r is the mean jump rate. The resulting error in an occupation is

Σ_C ν n_i − n̄_i = [Σ_C π R n_i − r n̄_i]/r, (7)

the covariance of exit rate and occupation divided by r. It vanishes if the two are uncorrelated, for example if all exit rates are equal. If the mean exit rate is lower when a trap is filled than when it is empty, visit counting underestimates the trap's occupation.

**5. Statistical error of the time average**

Let f be any function of the configuration, f̄ its stationary mean and δf = f − f̄. For a run started in the stationary state the time average is unbiased. With the autocorrelation A(τ) = Σ_C π δf [exp(Wᵀτ)δf], its variance is

Var = (1/T²) ∫₀ᵀ∫₀ᵀ A(|t−s|) dt ds = (2/T) ∫₀ᵀ (1 − τ/T) A(τ) dτ. (8)

The eigenvalues of W lie in discs centred at −R(C) with radius R(C), so apart from zero they have negative real parts. The zero eigenvalue is simple: its null space is one-dimensional, and a larger Jordan block would make exp(Wt) grow, although its entries are probabilities. Correlations therefore decay, and the integral converges. Define

g = ∫₀^∞ exp(Wᵀτ) δf dτ.

Applying −Wᵀ turns the integrand into a total derivative. Its upper limit is the constant Σπδf = 0, and its lower limit leaves δf:

−Wᵀ g = δf, T Var → V = 2 Σ_C π δf g. (9)

The variance falls as 1/T, which proves mean-square convergence of the time average to f̄. From another starting state the expected value of f approaches f̄ with the relaxation of W. This adds a bias of order 1/T to the time average, which a burn-in reduces. Formula (9) requires T to be much longer than the relaxation time.

**6. Replacing drawn waits by their means**

For stationary occupations each drawn wait may be replaced by 1/R. Visits then occur with frequency ν and carry weight 1/R, and νR⁻¹ ∝ π. To find the error, put h = δf/R and let K(C,C′) = w(C→C′)/R(C) be the jump probabilities. Dividing equation (9) by R gives g − Kg = h. Over n visits,

Σ_k h(C_k) = Σ_k [g(C_{k+1}) − (Kg)(C_k)] + g(C_1) − g(C_{n+1}).

Each bracket has zero mean given the past, so different brackets are uncorrelated. The end terms stay bounded. Since ν is stationary under K, the variance per bracket is

Σν[g² − (Kg)²] = Σν[g² − (g−h)²] = Σν(2gh − h²).

The estimator's deviation from f̄ is Σ_k h(C_k) divided by the accumulated mean time, which is n/r to leading order. With T = n/r,

T Var → V_mean = r Σν(2gh − h²) = V − Σ_C π δf²/R. (10)

At fixed T the number of visits fluctuates by order √T. The brackets thereby added or removed contribute a term whose variance is of order √T, negligible beside the variance of the whole sum, which is of order T.

A two-state trap gives a limiting check. Let capture have rate c, release rate e, and s = c + e. The filled probability is c/s and A(τ) = (ce/s²)exp(−sτ), so V = 2ce/s³. The subtraction in (10) is (c/s)(e/s)²/e + (e/s)(c/s)²/c = 2ce/s³, and V_mean = 0. This is right: filled and empty visits alternate, so with mean waits no randomness remains except at the ends of the run.

The same model shows the cost of deep traps. The squared relative error of the empty probability e/s is V/[T(e/s)²] = 2c/(e s T), which tends to 2/(eT) for e ≪ c. The run must be long compared with the release time 1/e, which grows exponentially with trap depth.

Mean waits are unsuitable for transients. The first jump would then occur at t = 1/R in every run, whereas the true survival probability is exp(−Rt).

**7. A current comparison**

Multiplying all rates by a constant leaves π unchanged, so stationary occupations cannot expose a wrong overall rate. The total displacement rate along x,

J = Σ_C π(C) Σ_C′ w(C→C′) dx, (11)

is multiplied by the same constant and, if it is not zero, does expose it.

**8. Worked example**

The lattice is a 4 × 3 torus with three carriers, hence 12!/(3! 9!) = 220 configurations. Sites are numbered x + 4y. The site energies are round model values, with a trap of energy −3 at site 6, and F = 1. The numerical output below lists the energies and all occupations.

Start with sites 5, 9 and 10 filled. The three carriers have 12 neighbour directions. The pairs 5–9 and 9–10 block two each, leaving eight hops. For 9→8, against the field, ΔE = 0.5 + 0.5 + 1 = 2 and the rate is e⁻² = 0.1353. The eight rates sum to R = 5.965. With both random numbers equal to 0.5, the wait is ln 2/5.965 = 0.1162. The selection threshold is 0.5 × 5.965 = 2.9825. The cumulative rate passes it between 2.965 and 3.965, so the carrier on site 10 hops to site 11.

Transient occupations test the clock. At t = 0.5/R = 0.0838 the exact occupation of site 10 is 0.783, and 4000 short runs give 0.795. The binomial standard error is √(0.783 × 0.217/4000) = 0.0065, so the deviation is 1.8 standard errors. Mean waits give 1.000 at this time, since no jump has yet occurred; that is 33 standard errors away.

The stationary comparison uses 600 runs of length 400, each after a burn-in of 60. The slowest relaxation time is 1.42, so both are long enough. For the trap, V = 0.2919 predicts a standard error of

√[0.2919/(600 × 400)] = 0.0011.

The exact occupation is 0.8677 and the simulated one 0.8690, a difference of 1.2 standard errors. Over all 12 sites the largest deviation is 2.33. For normal errors a single site exceeds this with probability 0.020, so the chance that at least one of 12 does is at most 0.24. The result is unremarkable. The acceptance limit was 4.5 standard errors.

Unweighted visits give 0.8104 for the trap, in agreement with the predicted 0.8089 but not with 0.8677. The largest such discrepancy over the sites is 76 standard errors. Equation (6) also yields the mean exit rate with the trap filled, 4.132 × 0.8089/0.8677 = 3.85, and with it empty, 4.132 × 0.1911/0.1323 = 5.97. This is the correlation that biases visit counting.

The field also separates the occupations of sites with equal energy. Sites 3, 5 and 8 have equal energy and equal zero-field occupation, 0.132. With the field on they hold 0.132, 0.204 and 0.135. In this driven state the occupation is not a function of site energy alone. Site 5 lies immediately upstream of the trap; this calculation does not isolate the cause of its higher occupation.

The exact displacement rate is J = 0.742, summed over the carriers, and the simulation gives 0.746 ± 0.003, a deviation of 1.4 standard errors. If w0 is chosen as 10¹² s⁻¹, J is 7.4 × 10¹¹ steps per second and the slowest relaxation takes 1.4 ps.

The error theory was tested as well. Formulas (9) and (10) agree with direct integration of the autocorrelation and with an explicit sum over the jump chain, respectively. The scatter of the 600 runs agrees with both at every site within five standard errors of a sample variance, a relative tolerance of 5√(2/599) = 29%. This band is too wide to resolve a difference of a few per cent between the two variances; such a difference rests on the formulas. For the trap, mean waits reduce the predicted variance from 0.292 to 0.270, or 8%. For site 1, which benefits most, it falls from 0.0613 to 0.0404, or 34%. In the two-state model each trapping episode is a single visit, so mean waits fix its duration. Here the other carriers keep hopping while the trap is filled. The four release rates from site 6 add to at most e⁻³ + e^(−2.5) + 2e^(−4.5) = 0.154, while the mean exit rate with the trap filled is 3.85. An episode therefore spans more than 20 visits on average, and mean waits leave the random number of these visits untouched.

Formula (9) also fixes the length of a run in advance. A standard error of 0.001 in the trap occupation needs T = 0.2919/0.001² = 2.9 × 10⁵, or about 1.2 million jumps at the mean rate of 4.13.

**9. Scope of the validation**

Agreement on the small lattice checks the event list, exclusion, boundary conditions, selection and time weighting for the chosen rate law. It does not check whether that law describes a given material, since the simulation and the matrix share it. Nor does it bound finite-size effects on a larger lattice. There the configuration count soon rules out the linear solve, and V can be estimated from the scatter of independent runs, or of successive blocks of one long run, each much longer than the slowest relaxation. If the configurations split into groups with no hops between them, π is no longer unique and the long-time result depends on the group in which the run starts. If the rates depend explicitly on time, the waiting law exp(−Rt) fails and must be replaced by exp[−∫R dt].

Table of computed values

```
lattice 4 x 3, carriers 3, configurations 220
field energy drop per x step: 1.0 kT
hand example: occupied sites [5, 9, 10]; allowed hops:
   5 ->  6  rate 1.0000 w0  cumulative 1.0000 w0
   5 ->  4  rate 1.0000 w0  cumulative 2.0000 w0
   5 ->  1  rate 0.6065 w0  cumulative 2.6065 w0
   9 ->  8  rate 0.1353 w0  cumulative 2.7419 w0
   9 ->  1  rate 0.2231 w0  cumulative 2.9650 w0
  10 -> 11  rate 1.0000 w0  cumulative 3.9650 w0
  10 ->  2  rate 1.0000 w0  cumulative 4.9650 w0
  10 ->  6  rate 1.0000 w0  cumulative 5.9650 w0
total exit rate 5.9650 w0, mean wait 0.1676 /w0
both random numbers 0.5: wait 0.1162 /w0, hop 10 -> 11
occupations (dimensionless); energy in kT; se = predicted std. error
site energy  F=0     exact   KMC     se      visit-exact visit-KMC
  0    0.0  0.2080  0.1935  0.1925  0.0007  0.2170      0.2157
  1    1.0  0.0826  0.1177  0.1173  0.0005  0.1595      0.1586
  2   -0.5  0.3165  0.2466  0.2480  0.0011  0.2237      0.2245
  3    0.5  0.1323  0.1318  0.1322  0.0006  0.1764      0.1772
  4   -1.0  0.4542  0.4027  0.4005  0.0012  0.3434      0.3421
  5    0.5  0.1323  0.2039  0.2021  0.0008  0.2145      0.2131
  6   -3.0  0.8837  0.8677  0.8690  0.0011  0.8089      0.8104
  7    1.0  0.0826  0.0693  0.0691  0.0005  0.0906      0.0903
  8    0.5  0.1323  0.1350  0.1352  0.0006  0.1683      0.1683
  9   -0.5  0.3165  0.3944  0.3946  0.0012  0.3328      0.3330
 10    1.5  0.0509  0.0709  0.0719  0.0004  0.0899      0.0909
 11    0.0  0.2080  0.1665  0.1675  0.0008  0.1749      0.1758
largest KMC deviation, drawn waits: 2.33 std. errors
largest KMC deviation, mean waits: 2.39 std. errors
largest deviation if visits are unweighted: 75.7 std. errors
runs 600, length 400 /w0, burn-in 60 /w0, counted jumps 991780
slowest relaxation time 1.423 /w0
mean jump rate, exact 4.1317 w0, KMC 4.1324 w0
log rate ratio around x loop 4.000 (dimensionless)
largest net flow between two configurations 0.02363 w0
total x displacement rate, exact 0.74246 steps*w0
total x displacement rate, KMC 0.74638 +- 0.00281 steps*w0
site 6 T*variance, drawn waits: predicted 0.2919, measured 0.2973 /w0
site 6 T*variance, mean waits: predicted 0.2696, measured 0.2764 /w0
site 1 T*variance, drawn waits: predicted 0.0613, measured 0.0584 /w0
site 1 T*variance, mean waits: predicted 0.0404, measured 0.0408 /w0
site 10 occupation at t=0.0838 /w0: exact 0.7832, KMC 0.7947
site 10 occupation at t=2.0000 /w0: exact 0.0877, KMC 0.0917
same at t=0.0838 /w0 with mean waits: 1.0000
short runs per transient test: 4000
```
